# Vertical Momentum Transfer of a Rotated 32 nm Grating in Transmission Scattering

## The exercise

A grating of long, straight, identical lines has a pitch of $p=32$ nm. A narrow X-ray beam passes through the grating and the wafer beneath it, and a detector behind the wafer records the diffraction orders. The sample is rotated about an axis parallel to the lines, from $\omega=-60^\circ$ to $\omega=+60^\circ$, with $\omega=0$ at normal incidence.

(a) In the small-angle limit, what vertical momentum transfer does order five reach?

(b) How do the two end points change at a photon energy of 17 keV, when the scattering angle is not neglected?

(c) What depth detail corresponds to the range covered?

The axes are fixed to the sample: $x$ is the repeat direction, $y$ runs along the lines and $z$ is the normal, pointing the way the beam travels at $\omega=0$. "Vertical" means along $z$. The momentum transfer, in units of $\hbar$, is $\mathbf q=\mathbf k_{\rm out}-\mathbf k_{\rm in}$, given in nm$^{-1}$. Each photon is assumed to scatter once and elastically, so both wave vectors have length $k=2\pi/\lambda$.

## Hints

1. The pitch fixes one component of $\mathbf q$. Ask when waves from neighbouring lines add in phase.
2. The grating repeats along $x$ but not along $z$, so its periodicity cannot fix $q_z$. Which other condition must the outgoing wave meet?
3. Write $\mathbf k_{\rm in}$ in the sample axes. Rotating the sample one way is the same as rotating the beam the other way.
4. For small scattering angles, $\mathbf q$ is nearly perpendicular to the beam.
5. For part (b), keep the term dropped in hint 4. Does it change sign when $\omega$ does?
6. For part (c), find the image of a very thin sheet that is rebuilt from a limited interval of $q_z$.

## Full solution

### The lateral component

Let $F(\mathbf q)$ be the amplitude scattered by one line. Line number $j$ is displaced by $jp$ along $x$, so its wave carries the extra phase factor $e^{-iq_xjp}$. The total amplitude is

$$A(\mathbf q)=F(\mathbf q)\sum_j e^{-iq_xjp}.$$

For many lines the sum is large where successive terms are in phase, which requires $q_xp=2\pi n$ with integer $n$. Along $y$ the lines are long and uniform, so contributions from different places cancel unless $q_y=0$. Order $n$ therefore has

$$q_x=Q=\frac{2\pi n}{p},\qquad Q=\frac{2\pi\times5}{32\ \text{nm}}=0.98175\ \text{nm}^{-1}.$$

This value belongs to the sample axes and does not change during the rotation.

### The elastic condition

In the sample axes the incoming wave vector is

$$\mathbf k_{\rm in}=k(\sin\omega,\,0,\,\cos\omega).$$

This defines the sign of $\omega$. The opposite choice would exchange the two end points. Since $\mathbf k_{\rm out}=\mathbf k_{\rm in}+\mathbf q$ has the same length as $\mathbf k_{\rm in}$,

$$k^2=|\mathbf k_{\rm in}+\mathbf q|^2=k^2+2\,\mathbf k_{\rm in}\cdot\mathbf q+q^2,$$

and so

$$2\,\mathbf k_{\rm in}\cdot\mathbf q+q^2=0. \tag{1}$$

### (a) The small-angle answer

When $q\ll k$, the term $q^2$ is small beside the separate parts of $2\,\mathbf k_{\rm in}\cdot\mathbf q$, provided the sample is well away from both normal and grazing incidence. Dropping it leaves $\mathbf k_{\rm in}\cdot\mathbf q=0$, or

$$k\,(Q\sin\omega+q_z\cos\omega)=0\quad\Rightarrow\quad q_z=-Q\tan\omega. \tag{2}$$

The wavelength has dropped out. At the ends of the rotation,

$$|q_z|=0.98175\times1.73205\ \text{nm}^{-1}=1.700\ \text{nm}^{-1}=0.1700\ \text{Å}^{-1}.$$

Order five thus runs from $+1.70$ nm$^{-1}$ at $-60^\circ$ to $-1.70$ nm$^{-1}$ at $+60^\circ$, a span of 3.40 nm$^{-1}$.

In reciprocal space, each order of the grating is a rod parallel to $z$ at fixed $q_x$. The detector sees a plane perpendicular to the beam, and rotating the sample tilts this plane so that its crossing point slides along the rod. The slide is proportional to $Q$: at the same angle, order one reaches one fifth as far as order five, and order zero does not move at all. The tangent also shows why the last degrees matter. The slope of (2) has magnitude $Q/\cos^2\omega$, which is four times larger at $60^\circ$ than at normal incidence.

### (b) The end points at finite photon energy

The surface seen by the detector is really part of a sphere, because (1) contains $q^2$. To keep this curvature, solve for the outgoing component directly. The lateral part of $\mathbf k_{\rm out}$ is $k\sin\omega+Q$, and its length is $k$, so

$$k_{{\rm out},z}=+\sqrt{k^2-(k\sin\omega+Q)^2}.$$

The positive root is the transmitted wave. Subtracting $k_{{\rm in},z}=k\cos\omega$ gives

$$q_z=\sqrt{k^2-(k\sin\omega+Q)^2}-k\cos\omega. \tag{3}$$

The transmitted order exists while $|\sin\omega+Q/k|<1$. For $0<Q\ll k$ this fails only near grazing incidence on the side of positive $\omega$, where the root becomes imaginary and the order disappears. For order five at 17 keV this happens above $81.3^\circ$.

**Where the extremes lie.** Define the exit angle $\beta$ by $\sin\beta=\sin\omega+Q/k$, so that $q_z=k(\cos\beta-\cos\omega)$. Differentiating the definition gives $\cos\beta\,(d\beta/d\omega)=\cos\omega$. Hence

$$\frac{dq_z}{d\omega}=-k\sin\beta\,\frac{\cos\omega}{\cos\beta}+k\sin\omega
=\frac{k\sin(\omega-\beta)}{\cos\beta}.$$

For $Q>0$ we have $\beta>\omega$, and both angles lie between $-90^\circ$ and $90^\circ$. The slope is then negative throughout, so the extreme values of $q_z$ occur at the ends of the rotation.

**The numbers.** A photon energy of 17 keV corresponds to $\lambda=0.07293$ nm and $k=86.151$ nm$^{-1}$, so $Q/k=0.0114$. With one more digit, $k=86.1514$ nm$^{-1}$, $k\sin60^\circ=74.6093$ nm$^{-1}$ and $k\cos60^\circ=43.0757$ nm$^{-1}$, and equation (3) gives, in nm$^{-1}$,

$$q_z(+60^\circ)=\sqrt{86.1514^2-75.5911^2}-43.0757=-1.747,$$

$$q_z(-60^\circ)=\sqrt{86.1514^2-73.6276^2}-43.0757=+1.657.$$

These are differences of large numbers, which is why the extra digits are carried. The reach is 2.7% larger than the small-angle value at $+60^\circ$ and 2.5% smaller at $-60^\circ$.

These positions can also be found without equation (3). In a direct numerical sum of waves from 41 lines, with the sample turned in the laboratory and the scattering angle scanned, the fifth principal maximum lies at $q_z=-1.7471$ nm$^{-1}$ for $+60^\circ$ and at $+1.6574$ nm$^{-1}$ for $-60^\circ$. Equation (3) gives the same values to these digits. The numerical output lists them together.

**Why the ends differ.** Expand the root in (3) in powers of $Q$. Let $s=k\sin\omega+u$ and $f(u)=\sqrt{k^2-s^2}$, so that $f^2+s^2=k^2$. Then

$$f'=-\frac{s}{f},\qquad
f''=-\frac1f+\frac{s f'}{f^2}=-\frac{f^2+s^2}{f^3}=-\frac{k^2}{f^3},$$

$$f'''=\frac{3k^2f'}{f^4}=-\frac{3k^2s}{f^5}.$$

At $u=0$, $f=k\cos\omega$ and $s=k\sin\omega$. The constant term of the Taylor series cancels the $-k\cos\omega$ in (3). With the factors $1/2$ and $1/6$ of the series, the rest is

$$q_z=-Q\tan\omega-\frac{Q^2}{2k\cos^3\omega}-\frac{Q^3\sin\omega}{2k^2\cos^5\omega}-\dots \tag{4}$$

At $60^\circ$ the three terms have magnitudes 1.7004, 0.0448 and 0.0018 nm$^{-1}$. The first and third change sign with $\omega$, but the second does not. It adds to the magnitude at $+60^\circ$ and subtracts from it at $-60^\circ$, and so moves the whole range towards negative $q_z$.

In the span $W=q_z(-60^\circ)-q_z(+60^\circ)$ the second term cancels. The third contributes $2\times0.0018$ nm$^{-1}$, which accounts for the change from 3.4009 to $W=3.4044$ nm$^{-1}$, or 0.340 Å$^{-1}$. The small-angle formula is therefore good to about 0.1% for the span, but only to about 3% for each end point.

**When the small-angle law fails.** The ratio of the second term in (4) to the first has magnitude

$$\frac{Q^2/(2k\cos^3\omega)}{Q\tan|\omega|}=\frac{Q}{2k\sin|\omega|\cos^2\omega}.$$

It is small for $Q\ll k$, except near two limits; for the present numbers and positive $\omega$, law (2) is off by more than 10% below about $3^\circ$ and above about $75^\circ$. Towards grazing incidence $\cos^2\omega$ becomes small. Towards normal incidence $\sin|\omega|$ becomes small: the law then predicts $q_z=0$ at $\omega=0$, while (3) gives $-0.0056$ nm$^{-1}$. That absolute error is small, but its ratio to the predicted value has no meaning. The true zero of $q_z$ requires $\cos\beta=\cos\omega$ with $\beta\neq\omega$, hence $\beta=-\omega$ and $\sin\omega=-Q/(2k)$, which is a rotation of about $-0.33^\circ$. The beam then enters and leaves symmetrically about the normal.

### (c) What the span means in depth

Suppose that the amplitude $F(Q,q_z)$ were known, with its phase, throughout the interval of width $W$. A thin sheet at depth $z_0$ has $F\propto e^{-iq_zz_0}$. Rebuilding it from this interval alone gives the image

$$I(z)=\frac1{2\pi}\int_{q_1}^{q_2}e^{iq_z(z-z_0)}\,dq_z,\qquad q_2-q_1=W.$$

Carrying out the integral and taking the modulus, with $\Delta z=z-z_0$,

$$|I|=\left|\frac{e^{iq_2\Delta z}-e^{iq_1\Delta z}}{2\pi i\,\Delta z}\right|
=\left|\frac{\sin(W\Delta z/2)}{\pi\,\Delta z}\right|.$$

The last step takes out the common factor $e^{i(q_1+q_2)\Delta z/2}$, which has modulus one. The sheet is blurred into a peak whose first zeros lie at

$$|\Delta z|=\frac{2\pi}{W}=\frac{2\pi}{3.4044\ \text{nm}^{-1}}=1.85\ \text{nm}.$$

With the small-angle span $W=2Q\tan\omega$, where $\omega$ is now the largest rotation, the same length is $p/(2n\tan\omega)$. A higher order or a wider rotation sharpens the depth image; at fixed order and rotation, a larger pitch blurs it.

This is the half-width of a point image, measured from its centre to its first zero. It is not the error of a fitted line height. A detector records intensities without phases, so a line shape can be found by fitting a model, and the error then depends on the noise and on how well the model describes the line.

### The result beside a real measurement

A pitch of 32 nm is in the range of dense layers in advanced logic chips, and photons near 17 keV are suitable for passing through a full silicon wafer. The values below are rough typical ones, and the shifts are evaluated at $+60^\circ$.

- *Angle error.* The leading slope $Q/\cos^2\omega=3.93$ nm$^{-1}$ per radian turns an error of $0.1^\circ$ into 0.0069 nm$^{-1}$. Equation (3) gives 0.0073 nm$^{-1}$, because the curvature term also grows with angle. This is about one sixth of the curvature shift itself.
- *Axis misalignment.* If the rotation axis lies in the wafer plane but makes an angle $\chi$ with the lines, the $x$ component of $\mathbf k_{\rm in}$ becomes $k\sin\omega\cos\chi$. The condition $\mathbf k_{\rm in}\cdot\mathbf q=0$ then gives $q_z=-Q\tan\omega\cos\chi$. For $\chi=1^\circ$ the full elastic condition gives a shift of 0.0003 nm$^{-1}$.
- *Refraction.* A layer of refractive index $1-\delta$ changes $k^2$ to $k^2(1-2\delta)$ but leaves the lateral components alone. To first order each $k_z$ falls by $k\delta$ divided by the cosine of its angle, so $q_z$ changes by $-k\delta(1/\cos\beta-1/\cos\omega)$. The electron density of solid silicon gives $\delta=1.67\times10^{-6}$ and a shift of $1.2\times10^{-5}$ nm$^{-1}$.
- *Absorption.* This changes the signal but has a negligible effect on the peak position. For a wafer 0.775 mm thick and an attenuation length of 0.6 mm, the transmission is $e^{-0.775/0.6}=0.275$ at normal incidence. At $60^\circ$ the path of the undiffracted beam doubles and its transmission falls to 0.076. Order five crosses the wafer at its exit angle $\beta$ instead, which gives 0.068 at $+60^\circ$ and 0.083 at $-60^\circ$.

Among the position shifts estimated here, curvature is the largest, and it is removed by using (3) in place of (2).

Real gratings also depart from perfect repetition. If alternate gaps differ, as can happen when a pattern is made by doubling a coarser one, the true period is 64 nm. The peak considered here becomes order ten, but $2\pi\times10/64$ equals $2\pi\times5/32$, so its $Q$ and its reach in $q_z$ are unchanged. New peaks can appear between the old ones. The intensity of the old peak does change: if every second line is displaced by $d$, the waves from the two lines in a period differ in phase by $Qd$, and for identical lines the peak vanishes at $d=\pi/Q=3.2$ nm.

## Variation 1: order minus five

*What does order $-5$ add to the same rotation?*

Replace $Q$ by $-Q$ and $\omega$ by $-\omega$ in (3). The bracket $k\sin\omega+Q$ changes sign, but its square does not, and $\cos\omega$ is unchanged. Therefore

$$q_z(-Q,-\omega)=q_z(Q,\omega).$$

Order $-5$ has $q_z=-1.747$ nm$^{-1}$ at $-60^\circ$ and $+1.657$ nm$^{-1}$ at $+60^\circ$. Its longer reach occurs at the opposite end of the rotation.

For a real scattering density $\rho$, the amplitude $F(\mathbf q)=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r$ satisfies $F(-\mathbf q)=F(\mathbf q)^*$, so the intensities at $\mathbf q$ and $-\mathbf q$ are equal. The point $(-Q,-1.747)$ carries the same information as $(+Q,+1.747)$. Together, the two orders cover $|q_z|\le1.747$ nm$^{-1}$ on the rod at $+Q$, a width of 3.494 nm$^{-1}$ instead of 3.404 nm$^{-1}$. This holds for single scattering. Absorption makes $\rho$ complex. For lines of a single material it only multiplies a real shape by a complex constant, and the intensities stay equal; when the lines contain materials with different ratios of absorption to refraction, the symmetry can fail. Wafer absorption must be corrected separately for each order and angle.

## Variation 2: is there any signal at the end of the range?

*The lines are $h=50$ nm high with vertical walls. How many intensity zeros does order five cross, and how high is the envelope of its fringes at $+60^\circ$?*

With vertical walls, the amplitude is a lateral factor times a depth factor. For sharp top and bottom edges the depth factor is

$$\int_{-h/2}^{h/2}e^{-iq_zz}\,dz=\frac{2\sin(q_zh/2)}{q_z}.$$

It tends to $h$ as $q_z\to0$ and vanishes at nonzero multiples of $2\pi/h=0.1257$ nm$^{-1}$. On the negative side $1.7471/0.1257=13.9$, and on the positive side $1.6574/0.1257=13.2$. There are 13 zeros on each side, 26 in all. Counting the minima of the intensity, computed by numerical integration over a line profile, also gives 26 in the same range.

Between the zeros the intensity rises to fringes. Setting the sine to one and dividing by the value $h^2$ at $q_z=0$ gives their envelope, $[2/(q_zh)]^2$. At $+60^\circ$ this is

$$\left(\frac{2}{1.7471\times50}\right)^2=5.2\times10^{-4}.$$

The envelope is an upper limit; the intensity itself is smaller by the factor $\sin^2(q_zh/2)$. For $h$ exactly 50 nm this factor is about 0.09 at $+60^\circ$, because that end point lies close to a zero. A slightly different height would move the fringes and change it.

Real edges are not perfectly sharp. Blurring the top and bottom with a Gaussian of width $\sigma$ multiplies the amplitude by the Gaussian's transform, $e^{-q_z^2\sigma^2/2}$, and the intensity by $e^{-q_z^2\sigma^2}$. For $\sigma=0.5$ nm the factor is 0.47, and the envelope falls to $2.4\times10^{-4}$ of the value that the squared depth factor has at $q_z=0$. This ratio compares equally illuminated lines. In a measurement, the total signal of the order gains from the tilt, as long as the beam stays within the grating. The number $N$ of lit lines grows as $1/\cos\omega$. The peak intensity goes as $N^2$ and the angular width of the order as $1/(N\cos\beta)$, so the integrated signal goes as $N/\cos\beta\propto1/(\cos\omega\cos\beta)$. Relative to normal incidence this is about fourfold: 4.2 at $+60^\circ$ and 3.9 at $-60^\circ$. Neither this gain nor the additional loss in the wafer is included. Because $\sigma$ stands in an exponent, doubling it to 1 nm would replace 0.47 by $0.466^4=0.05$.

The lateral factor can remove the order altogether. For a line of width $w$ it is $2\sin(Qw/2)/Q$, which vanishes when $w$ is a multiple of $p/5=6.4$ nm. A vertical-walled line of such a width gives no fifth order at any angle, although the geometry still allows $q_z$ to reach the values found above. Sloping walls make the width depend on depth; the two factors then no longer separate, and this cancellation need not hold at every $q_z$.

## Values computed for the example and the checks

```
pitch                              32.0 nm
diffraction order                  5
largest rotation                   60.0 deg
tangent of largest rotation        1.73205
photon energy                      17.0 keV
wavelength                         0.07293 nm
wave number k                      86.151 1/nm
lateral transfer Q                 0.98175 1/nm
ratio Q/k                          0.01140
small-angle reach |q_z|            1.7004 1/nm
small-angle reach |q_z|            0.17004 1/angstrom
small-angle span                   3.4009 1/nm
second-order term, size            0.04475 1/nm
third-order term, size             0.00177 1/nm
exact q_z at +60 deg               -1.7471 1/nm
exact q_z at -60 deg               1.6574 1/nm
exact q_z at 0 deg                 -0.00559 1/nm
wave-sum q_z at +60 deg            -1.7471 1/nm
wave-sum q_z at -60 deg            1.6574 1/nm
wave-sum q_z, order -5, -60 deg    -1.7471 1/nm
exact span W                       3.4044 1/nm
exact span W                       0.34044 1/angstrom
depth scale 2 pi/W                 1.846 nm
first zero of depth response       1.846 nm
line height (rough)                50.0 nm
edge grading (rough)               0.5 nm
fringe spacing 2 pi/h              0.1257 1/nm
fringe zeros in the range          26
curvature shift at +60 deg         0.0466 1/nm
curvature shift, relative          2.74 %
assumed angle error                0.1 deg
shift from angle error             0.00731 1/nm
assumed axis misalignment          1.0 deg
shift from axis misalignment       0.000270 1/nm
silicon index decrement            1.668e-06
shift from refraction              1.21e-05 1/nm
wafer thickness (rough)            0.775 mm
attenuation length (rough)         0.6 mm
wafer transmission at 0 deg        0.275
wafer transmission at 60 deg       0.076
sharp-edge envelope at +60 deg     5.24e-04
edge-grading factor at +60 deg     0.466
total envelope at +60 deg          2.44e-04
```
